# Nuclear dipolar widths for a static muon in fcc copper

## Problem

A positive muon stops in fcc copper and stays at one interstitial site. The surrounding nuclei have spin $I=3/2$ and are unpolarized. Their dipole fields differ from muon to muon, so the muon polarization decays.

1. Find the mean-square dipole field, and the width it causes, at the octahedral and the tetrahedral site, in zero applied field and in a high field.
2. Find the ratio of the zero-field variance per Cartesian component to the high-field variance in a powder.
3. Decide whether a single crystal shows the same ratio.

Take rough inputs: cubic lattice constant $a=3.6$ Å, and two isotopes with moments 2.2 and 2.4 nuclear magnetons $\mu_N$ in fractions 0.69 and 0.31. The lattice is rigid, the muon is a point, and its coupling to the nuclei is purely dipolar.

The widths are defined by the first terms in time:

$$P_z(t)=1-\Delta^2t^2+\dots,\qquad G(t)=1-\tfrac12\sigma^2t^2+\dots$$

Here $P_z$ is the zero-field polarization along its initial direction, and $G$ is the envelope of the precession signal when the muon spin starts perpendicular to a high field. The factors differ because two field components tip the spin in the first case, while one component shifts the precession frequency in the second.

## First estimate by scaling

A nuclear moment of typical component $m$ at distance $r$ produces a field of order $(\mu_0/4\pi)m/r^3$. Fields from $z$ independent neighbours add in quadrature, so

$$\text{width}\sim\gamma_\mu\frac{\mu_0}{4\pi}\frac{m\sqrt z}{r^3},$$

where $\gamma_\mu=851.6$ rad/µs/T is the muon gyromagnetic ratio.

To find $m$, note that a moment quoted as $\mu$ is the largest projection of the operator $\mathbf m=(\mu/I)\mathbf I$. In an unpolarized ensemble all $2I+1$ states are equally likely, and the three components of $\mathbf I$ share $I(I+1)$ equally. Hence

$$m^2\equiv\langle m_z^2\rangle=\overline{\mu^2}\,\frac{I(I+1)}{3I^2}=\overline{\mu^2}\,\frac{I+1}{3I}.$$

The bar is the isotope average. Numerically,

$$\frac{m^2}{\mu_N^2}=\frac59\left(0.69\times2.2^2+0.31\times2.4^2\right)=2.847,\qquad m=1.687\,\mu_N.$$

Define $C=(\gamma_\mu\mu_0m/4\pi)^2$. Inserting the constants gives $C/a^6=2.420\times10^{-4}$ µs⁻², so $\sqrt C/a^3=0.01556$ µs⁻¹.

The octahedral site has 6 neighbours at $a/2$ (1.80 Å), and the tetrahedral site has 4 at $\sqrt3a/4$ (1.56 Å). The estimates are

$$\text{octahedral: }0.01556\times8\sqrt6=0.305\ \text{µs}^{-1},$$

$$\text{tetrahedral: }0.01556\times\left(\frac4{\sqrt3}\right)^3\sqrt4=0.383\ \text{µs}^{-1}.$$

This argument contains no angles, so it cannot tell zero field from high field.

## Exact solution

### The field and its variance

Let $\mathbf n_j$ be the unit vector from the muon to nucleus $j$. The field at the muon is

$$\mathbf B=\frac{\mu_0}{4\pi}\sum_jD_j\mathbf m_j,\qquad D_j=\frac{3\mathbf n_j\mathbf n_j^T-1}{r_j^3}.$$

For unpolarized nuclei $\langle m_{j,\alpha}m_{k,\beta}\rangle=m^2\delta_{jk}\delta_{\alpha\beta}$. Different nuclei are uncorrelated. Different components of one nucleus have zero trace product, because a half turn about axis $\alpha$ reverses $I_\beta$ but not $I_\alpha$.

Choose a unit vector $\mathbf b$ and write $c_j=\mathbf b\cdot\mathbf n_j$. Since $D_j$ is symmetric, $\mathbf b\cdot D_j\mathbf m_j=(D_j\mathbf b)\cdot\mathbf m_j$. Therefore

$$\gamma_\mu^2\langle B_b^2\rangle=C\sum_j|D_j\mathbf b|^2.$$

With $D_j\mathbf b=(3c_j\mathbf n_j-\mathbf b)/r_j^3$, the square is

$$|D_j\mathbf b|^2=\frac{9c_j^2-6c_j^2+1}{r_j^6}=\frac{1+3c_j^2}{r_j^6}.$$

### Zero field

The spin Hamiltonian is $H=\hbar\sum_\alpha S_\alpha\omega_\alpha+H_n$, where $\omega_\alpha=-\gamma_\mu B_\alpha$ and $H_n$ acts on the nuclei alone. The polarization is $P_z(t)=\mathrm{Tr}[S_z(t)S_z]/\mathrm{Tr}[S_z^2]$, with

$$S_z(t)=S_z+\frac{it}{\hbar}X-\frac{t^2}{2\hbar^2}[H,X]+\dots,\qquad X=[H,S_z].$$

The linear term vanishes because $\mathrm{Tr}([H,S_z]S_z)=0$ by cyclic permutation. For the next term the same permutation gives

$$\mathrm{Tr}([H,X]S_z)=\mathrm{Tr}(X[S_z,H])=-\mathrm{Tr}X^2.$$

The spin commutators give $X=i\hbar(S_x\omega_y-S_y\omega_x)$. The cross terms in $\mathrm{Tr}X^2$ vanish because $\mathrm{Tr}(S_xS_y)=0$, and $\mathrm{Tr}S_x^2=\mathrm{Tr}S_y^2=\mathrm{Tr}S_z^2$ over the muon states. Thus

$$P_z(t)=1-\tfrac12\left(\langle\omega_x^2\rangle+\langle\omega_y^2\rangle\right)t^2+\dots$$

In a powder both variances average to the same value, which is $\Delta^2$. The direction average of $c^2$ is $\frac12\int_{-1}^1u^2du=\frac13$, so

$$\boxed{\Delta^2=2C\,S_6,\qquad S_6=\sum_jr_j^{-6}.}$$

At the two cubic sites this holds without powder averaging, because symmetry makes the field variance isotropic.

$H_n$ has dropped out of $X$. Quadrupole and nuclear–nuclear couplings therefore leave the $t^2$ coefficient unchanged, but this $t^2$ law holds only for times short compared with the inverse frequencies of $H_n$. For a radial quadrupole term $\hbar\omega_Q(\mathbf n_j\cdot\mathbf I_j)^2$ with $\omega_Q$ much larger than the dipolar coupling, only the part of $\mathbf I_j$ that commutes with it acts at $t\gg1/\omega_Q$. For $I=3/2$ this is all of the radial variance and $\frac25$ of each transverse one (the $\pm\frac12$ block supplies 2 of $\mathrm{Tr}I_x^2=5$). With the weights $4,1,1$ of $D_j^2$, the shell keeps $(4+2\times\frac25)/6=\frac45$ of its variance. In real copper $\omega_Q$ is a few µs⁻¹, against a dipolar coupling of about 0.11 µs⁻¹, so the visible decay is governed by this reduced value. For the four nearest nuclei of the tetrahedral site, exact diagonalization gives $P_z=0.341$ without and $0.272$ with an illustrative set of such couplings, at a time equal to the inverse dipolar coupling frequency. That set has $\omega_Q=5$ and a nuclear–nuclear coupling of 0.3 in units of this frequency. The latter is far above its physical size of about 0.02 and causes most of the drop.

### High field

Let the applied field point along $\mathbf b$. The muon precesses at $\omega_\mu$ and the nuclei at a different, lower frequency $\omega_I$. Sort the dipolar coupling by its time dependence in the frame rotating with both:

- the muon component along $\mathbf b$ with nuclear components along $\mathbf b$: constant;
- the muon component along $\mathbf b$ with transverse nuclear components: oscillates at $\omega_I$;
- transverse muon components with any nuclear component: oscillates at $\omega_\mu$ or $\omega_\mu\pm\omega_I$.

If all these frequencies are large compared with the dipolar coupling, the constant, or secular, part alone survives at leading order. It shifts the muon frequency by

$$\delta=\gamma_\mu\frac{\mu_0}{4\pi}\sum_j\frac{3c_j^2-1}{r_j^3}m_{j,b}.$$

Positive and negative $m_{j,b}$ are equally likely, so the envelope is $G=\langle\cos\delta t\rangle=1-\frac12\langle\delta^2\rangle t^2+\dots$, and

$$\sigma^2(\mathbf b)=C\sum_j\frac{(3c_j^2-1)^2}{r_j^6}.$$

The expansion applies at times long compared with $1/\omega_I$ but short compared with $1/\sigma$. The nuclear Zeeman energy must also be much larger than the quadrupole energy induced by the muon's electric field gradient. Otherwise the nuclei are not quantized along $\mathbf b$, and the sorting above fails.

With $\langle c^4\rangle=\frac12\int_{-1}^1u^4du=\frac15$, the powder average is

$$\langle(3c^2-1)^2\rangle=\frac95-\frac63+1=\frac45,$$

so that

$$\boxed{\sigma^2=\tfrac45C\,S_6,\qquad\frac{\Delta^2}{\sigma^2}=\frac{2}{4/5}=\frac52.}$$

The lattice sum has cancelled, so the powder ratio holds for any arrangement of nuclei under the stated conditions. The missing part is

$$(1+3c^2)-(3c^2-1)^2=9c^2(1-c^2),$$

whose average is $3-\frac95=\frac65$. It is the contribution of transverse nuclear moments to the field along $\mathbf b$. Their precession removes three fifths of the variance.

### Numbers for the two sites

The nearest shells contribute $6\times2^6=384$ and $4\times(4/\sqrt3)^6=606.8$ to $a^6S_6$. Summing all nuclei within $12a$, and treating those beyond as a uniform density $4/a^3$, gives 422.1 and 660.6. The nearest shells thus supply 91 % and 92 %.

For the octahedral site,

$$\Delta^2=2\times422.1\times2.420\times10^{-4}=0.2043\ \text{µs}^{-2},$$

$$\sigma^2=\tfrac45\times422.1\times2.420\times10^{-4}=0.0817\ \text{µs}^{-2}.$$

The tetrahedral site follows with 660.6 in place of 422.1. Dividing a width by $\gamma_\mu$ gives the rms field per component.

| Site | $\Delta$ (µs⁻¹) | Powder $\sigma$ (µs⁻¹) | Zero-field rms (mT) | Secular rms (mT) |
|---|---|---|---|---|
| Octahedral | 0.45 | 0.29 | 0.53 | 0.34 |
| Tetrahedral | 0.57 | 0.36 | 0.66 | 0.42 |

The lattice sums are converged, but the rough inputs leave the second figure uncertain by one unit. Widths scale as $a^{-3}$, so a 1 % change in $a$ changes them by about 3 %. Using $a=3.615$ Å with moments 2.227 and 2.382 $\mu_N$ lowers every width by 0.7 %, which turns 0.29 into 0.28 and 0.57 into 0.56.

### A single crystal

In a cubic crystal $\sum_jc_j^2/r_j^6=S_6/3$. Expanding the square in $\sigma^2(\mathbf b)$ gives

$$\sigma^2(\mathbf b)=C\left[9\sum_j\frac{c_j^4}{r_j^6}-S_6\right].$$

Half turns about the cube axes remove every term in $c_j^4$ with an odd power of a component of $\mathbf n_j$. Threefold rotations about the body diagonals make the three axes equivalent, so the remaining terms have equal coefficients within each type. What remains depends on $\sum_\alpha b_\alpha^4$ and $\sum_{\alpha<\beta}b_\alpha^2b_\beta^2$. These are linked by $\left(\sum_\alpha b_\alpha^2\right)^2=1$, so $\sigma^2(\mathbf b)$ is linear in $Q=\sum_\alpha b_\alpha^4$.

The values of $Q$ are 1 along [100] and $\frac13$ along [111], and its direction average is $3\times\frac15=\frac35$. Since $\frac25\times1+\frac35\times\frac13=\frac35$,

$$\sigma^2_{\text{powder}}=\tfrac25\sigma^2_{[100]}+\tfrac35\sigma^2_{[111]}.$$

The high-field widths in µs⁻¹ are:

| Site | [100] | [110] | [111] |
|---|---|---|---|
| Octahedral | 0.44 | 0.23 | 0.10 |
| Tetrahedral | 0.11 | 0.40 | 0.45 |

For the octahedral site the variances along [100] and [111] are 0.1902 and 0.0094 µs⁻². The weighted sum is $0.0761+0.0056=0.0817$ µs⁻², as found above. The single-crystal ratio $\Delta^2/\sigma^2(\mathbf b)$ is $0.2043/0.1902=1.07$ along [100] and about 22 along [111]. The answer to the third question is therefore no in general: the ratio depends on the field direction. Because $\sigma^2(\mathbf b)$ is linear in $Q$ and differs between [100] and [111], the ratio equals the powder value $5/2$ only for directions with $Q=\frac35$, which include none of [100], [110] ($Q=\frac12$) and [111].

The small entries have a geometric cause. Octahedral neighbours lie on the cube axes, so a field along [111] has $c_j^2=\frac13$ for all six, and their secular field vanishes. Tetrahedral neighbours lie along body diagonals, and the same happens for a field along [100].

## Comparison

The scaling estimate keeps the nearest shell and sets the angular factor to one. The exact widths differ from it by

$$\frac{\Delta}{\text{estimate}}=\sqrt{2\,\frac{S_6}{S_{6,\text{near}}}},\qquad\frac{\sigma}{\text{estimate}}=\sqrt{\frac45\,\frac{S_6}{S_{6,\text{near}}}},$$

where $S_{6,\text{near}}$ is the nearest-shell part of $S_6$. For the octahedral site the factors are $1.414\times1.048=1.48$ and $0.894\times1.048=0.94$. They turn 0.305 into 0.452 and 0.286 µs⁻¹. The error in zero field is thus mostly angular, with distant shells adding about 5 % to the width. The ratio of tetrahedral to octahedral widths comes out well, 1.26 against 1.25, because the angular factor cancels and the nearest shells supply nearly the same fraction of $S_6$ at both sites.

Scaling fails badly for a crystal with its field along a direction where the nearest shell is silent. For the octahedral site along [111] it predicts 0.305 µs⁻¹, while the secular result is 0.097 µs⁻¹.

The distance dependence also limits what $\Delta$ alone can say about the site. If the muon pushes its nearest shell outward by an assumed 5 %, $\Delta$ falls from 0.45 to 0.40 µs⁻¹ at the octahedral site and from 0.57 to 0.50 µs⁻¹ at the tetrahedral one. A strong radial quadrupole coupling on the nearest shell lowers the apparent octahedral width to 0.41 µs⁻¹ with no displacement at all, so the two effects cannot be told apart from $\Delta$. The orientation dependence is a firmer guide: a radial displacement leaves every $c_j$ unchanged, so the secular field of the nearest shell still vanishes along the same direction. This needs $\omega_I\gg\omega_Q$, and $\omega_I$ is only about 72 µs⁻¹ per tesla. For $\omega_Q=3.3$ µs⁻¹ the octahedral [111] width is 0.23 µs⁻¹ at 0.1 T, 0.11 at 0.5 T and 0.10 at 1 T. All of this assumes, as the problem states, that the muon stays at one site; hopping would change the decay at later times.

The numerical check tests the lattice sums, the powder ratio and both short-time laws by independent calculations.

## Calculated quantities

```
lattice constant a = 3.6 angstrom (rough input)
moments = 2.2, 2.4 nuclear magnetons (rough)
isotope fractions = 0.69, 0.31; I = 1.5
muon gyromagnetic ratio = 851.615 rad/us/T
rms nuclear moment component = 1.6874 nuclear magnetons
C/a^6 = 2.420070e-04 us^-2
octahedral: 6 nearest nuclei at 1.8000 angstrom
  S6 a^6 = 422.092, nearest shell 384.000 (90.98 %)
  Delta^2 = 0.20430 us^-2, powder sigma^2 = 0.08172 us^-2
  ratio Delta^2/sigma^2 = 2.500000
  Delta = 0.4520 us^-1, sigma = 0.2859 us^-1
  rms field per component: zero field 0.5307 mT, secular 0.3357 mT
  field along [100]: sigma^2 = 0.19020 us^-2 (nearest shell 0.18586), sigma = 0.4361 us^-1
  field along [110]: sigma^2 = 0.05460 us^-2 (nearest shell 0.04647), sigma = 0.2337 us^-1
  field along [111]: sigma^2 = 0.00940 us^-2 (nearest shell 0.00000), sigma = 0.0970 us^-1
  Delta with nearest shell 5 % further out = 0.3964 us^-1
tetrahedral: 4 nearest nuclei at 1.5588 angstrom
  S6 a^6 = 660.602, nearest shell 606.815 (91.86 %)
  Delta^2 = 0.31974 us^-2, powder sigma^2 = 0.12790 us^-2
  ratio Delta^2/sigma^2 = 2.500000
  Delta = 0.5655 us^-1, sigma = 0.3576 us^-1
  rms field per component: zero field 0.6640 mT, secular 0.4199 mT
  field along [100]: sigma^2 = 0.01219 us^-2 (nearest shell 0.00000), sigma = 0.1104 us^-1
  field along [110]: sigma^2 = 0.15682 us^-2 (nearest shell 0.14685), sigma = 0.3960 us^-1
  field along [111]: sigma^2 = 0.20504 us^-2 (nearest shell 0.19580), sigma = 0.4528 us^-1
  Delta with nearest shell 5 % further out = 0.4952 us^-1
cluster without symmetry: powder ratio 2.500000, single direction 3.7249
sampled rms field, 14 nuclei: 0.5176 mT, formula 0.5186 mT
exact zero-field Delta^2 = 9.9991 c^2, with quadrupole and nuclear coupling 9.9986 c^2, formula 10.0000 c^2
P_z at t = 1/c: 0.3407 without, 0.2721 with these couplings
exact high-field sigma^2 along [111] = 6.6635 c^2, secular formula 6.6667 c^2
envelope at t = 0.3/c: exact 0.73119, secular 0.73119
```
